# Why a Copper Row Defocuses Forward-Scattered Photoelectrons

## The situation

A core electron is emitted by an atom at the foot of a straight row of copper atoms, and a detector looks along the row. At the kinetic energy treated here, 1000 eV, one atom in front of the emitter acts as a lens and raises the forward signal. Eight atoms might be expected to raise it further, because all forward paths have the same length and their waves meet without path differences. For the row treated here the signal is instead largest with two atoms, and with eight it is below that of the bare emitter.

To see why, the contributions are taken one at a time: the direct wave, single scattering, repeated forward scattering, backscattering and damping.

**Model.** The emitter is at the origin and atom $n$ at $z=nd$, with $n=1,\dots,N$ and $d=2.6$ Å, a rounded copper spacing. The emitted wave is an s wave of energy 1000 eV, so $k=16.2$ Å$^{-1}$. The row is straight and rigid. Spin, relativity, exchange with the fast electron, vibration and surface refraction are left out.

Each atom is a sphere of radius $R=d/2$. It holds the Hartree–Fock density of the Cu$^+$ core (def2-TZVP basis), of which 27.735 electrons lie inside, and a uniform charge of $29-27.735=1.265$ electrons that makes it neutral. These counts depend on the basis: def2-QZVP gives 27.752 and 1.248, which moves $|f(0)|$ below by 0.001 Å and the forward intensities by at most 0.002. The actual copper spacing, 2.556 Å, shifts the intensities by up to 0.04 and leaves the maximum at $N=2$. With $Z_{\rm eff}(s)$ the net charge within radius $s$, in atomic units,

$$V(r)=-\int_r^{R}\frac{Z_{\rm eff}(s)}{s^2}\,ds,\qquad V=0\ \text{for } r\ge R .$$

$A(\theta)$ denotes the far amplitude divided by that of the bare emitter. The direct wave contributes 1.

## Contribution 1: single scattering

The direct wave $e^{ikr}/r$ has the value $e^{iknd}/(nd)$ at atom $n$. If it is treated there as a plane wave, the atom sends out $f(\theta)\,e^{ikr_n}/r_n$ times this value. Far away $r_n\simeq r-nd\cos\theta$ in the phase and $r_n\simeq r$ in the denominator. Division by $e^{ikr}/r$ gives

$$A(\theta)=1+\sum_{n=1}^{N}\frac{f(\theta)}{nd}\,e^{iknd(1-\cos\theta)},\qquad A(0)=1+\frac{f(0)}{d}H_N,\quad H_N=\sum_{n=1}^N\frac1n .$$

The forward intensity is therefore

$$|A(0)|^2=1+\frac{2H_N}{d}\,\mathrm{Re}f(0)+\frac{H_N^2}{d^2}|f(0)|^2 .$$

For $\mathrm{Re}f(0)>0$ it grows with every atom and without limit, since $H_N\sim\ln N$.

Here $|f(0)|=2.167$ Å with phase $40.0^\circ$, so $f(0)/d=0.833\,e^{i40^\circ}=0.638+0.536i$. One atom gives $1.638^2+0.536^2=2.97$.

**Curvature matters.** The same plane-wave rule for double scattering at $N=2$ adds $(f(0)/d)^2=0.695\,e^{i80^\circ}$. With $H_2=1.5$,

$$A=1+1.250\,e^{i40^\circ}+0.695\,e^{i80^\circ}=2.08+1.49i,\qquad |A|^2=6.5 ,$$

which is more than the single-scattering value 4.48. The rule thus predicts extra focusing. It cannot be trusted, because $|f(0)|$ is nearly as large as $d$ and the wave reaching an atom is not plane over the region that scatters. At an offset $b=0.47$ Å, which will prove relevant below, the curvature phase is $kb^2/2d\approx0.7$ rad.

## The curved-wave equations

In each partial wave, $j_l=(h_l+h_l^*)/2$ with $h_l=j_l+iy_l$. An elastic scatterer multiplies the outgoing half by $e^{2i\delta_l}$, so $j_l$ becomes $j_l+t_lh_l$ with

$$t_l=\tfrac12(e^{2i\delta_l}-1)=i e^{i\delta_l}\sin\delta_l .$$

A wave centred on one atom must be rewritten about another. Let $\boldsymbol\rho=\mathbf r+D\hat z$, where $D$ is the distance between the two atoms. The plane-wave expansion gives

$$j_l(k\rho)P_l(\cos\theta_\rho)=\frac{1}{4\pi i^l}\int d\hat q\,P_l(\hat q\cdot\hat z)\,e^{ik\hat q\cdot\mathbf r}\,e^{ikD\hat q\cdot\hat z}.$$

Expand the last factor as $\sum_L(2L+1)i^Lj_L(kD)P_L$, use $P_lP_L=\sum_{l'}(2l'+1)\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}^2P_{l'}$, and integrate over $\hat q$, which yields $4\pi i^{l'}j_{l'}(kr)P_{l'}$. The coefficient of $j_{l'}(kr)P_{l'}$ is then a sum over $j_L(kD)$.

For outgoing waves with $r<D$, start from the point-source expansion $h_0(k\rho)=\sum_{l'}(2l'+1)(-1)^{l'}j_{l'}(kr)h_{l'}(kD)P_{l'}$. Higher $l$ follow by applying $i^{-l}P_l(\partial_D/ik)$. Since $j_L$ and $h_L$ obey the same derivative relations, $j_L(kD)$ is simply replaced by $h_L(kD)$:

$$g_{l'l}(D)=(2l'+1)\sum_L i^{\,l'+L-l}(2L+1)\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}^2h_L(kD).$$

For a hop down the row there is an extra factor $(-1)^{l+l'}$. With $b_i$ the list of outgoing amplitudes at site $i$ and $e_0$ the emitted s wave,

$$b_i=\delta_{i0}e_0+t\sum_{j\ne i}g_{ij}b_j .$$

Far away $h_l(kr)\to(-i)^{l+1}e^{ikr}/(kr)$. Division by the emitter's $-ie^{ikr}/(kr)$ leaves

$$A(\theta)=\sum_{n=0}^{N} e^{-iknd\cos\theta}\sum_l(-i)^l b_{nl}P_l(\cos\theta).$$

Single scattering keeps $b_i=t\,g_{i0}e_0$ for $i\geq1$. "Forward-only" keeps hops with $j<i$. The forward intensities are:

| $N$ | single | forward-only | full |
|---|---|---|---|
| 1 | 2.35 | 2.35 | 2.32 |
| 2 | 3.84 | 2.77 | 2.72 |
| 3 | 5.07 | 2.51 | 2.46 |
| 4 | 6.11 | 1.96 | 1.91 |
| 6 | 7.78 | 0.97 | 0.95 |
| 8 | 9.12 | 0.58 | 0.57 |

Single scattering still grows with curved waves. Defocusing is already present in the forward-only column.

## Contribution 2: repeated forward scattering

Every forward hop raises the site index, so the forward-only series ends at order $N$. For $N=4$ the orders on the axis are

$$1,\quad 0.836+1.654i,\quad -1.695+0.926i,\quad -0.441-1.139i,\quad 0.339-0.041i .$$

The phases of orders 1 to 4 are about $63^\circ$, $151^\circ$, $249^\circ$ and $353^\circ$. Each further scattering turns the contribution by roughly a right angle, so contributions two orders apart nearly oppose each other.

The partial sums show which order does the work. Up to order 1 the sum is $1.836+1.654i$, with intensity 6.11. Order 2 stands almost across it and changes the intensity by

$$2(-1.836\times1.695+1.654\times0.926)+1.931^2=-3.16+3.73=+0.57 .$$

Double scattering alone therefore does not defocus this four-atom row. The sum is now $0.141+2.580i$, and order 3 changes the intensity by

$$2(-0.141\times0.441-2.580\times1.139)+1.221^2=-6.00+1.49=-4.51 ,$$

down to 2.17. Order 4 brings it to 1.96. For $N=2$, where the series ends at order 2, double scattering does lower the peak, from 3.84 to 2.77.

In the opposite limit of weak scatterers, order $m$ scales as the $m$-th power of the scattering strength. Single scattering then suffices as long as its own contribution is small compared with 1. Here that contribution has size 1.85.

### What the electrons do

A classical ray leaving the emitter at angle $\alpha$ aims past the centre of atom 1 at distance $b=d\sin\alpha$. For one angle the atom turns the ray parallel to the axis. Outside the sphere the speed is the same before and after, by energy conservation. Angular momentum about the atom, proportional to speed times $b$, is also conserved. The parallel ray therefore runs at the same offset $b$.

Atom 2 receives it with the same speed and impact parameter, and must deflect it by the same angle $\alpha$, now away from the axis direction. The first lens has aligned the electron; the second undoes the alignment.

Integrated trajectories give $\alpha=10.34^\circ$, $b=0.466$ Å and an angle of $-10.34^\circ$ after atom 2. The path is symmetric about the plane midway between atoms 1 and 2: mirror reflection combined with time reversal leaves the parallel ray there unchanged. Since the ray began at site 0, it heads for the centre of site 3. Only a thin bundle of rays passes close to that nucleus: a ray started half a degree to either side already misses it by about 0.5 to 1 Å.

The second atom does not empty the forward direction. With two atoms, the ray at $\alpha=10.34^\circ$ leaves at a negative angle, while a ray at $30^\circ$ misses both spheres and leaves at $+30^\circ$. By continuity some ray in between leaves parallel, having been turned partly by each atom. This fits a peak that still rises slightly at $N=2$. The wavelength, 0.388 Å, is not small compared with $b$, so the rays are only a suggestive picture, not a tested cause of the fall; the intensities come from the wave calculation.

## Contribution 3: backscattering

To reach the detector after being turned back, an electron must be turned again. With $|f(180^\circ)|=0.209$ Å, two reversals between neighbours have a plane-wave amplitude of about $(0.209/2.6)^2=0.006$. In the full calculation backscattering changes the forward intensity by at most 0.054 (at $N=4$), or 2 % of the peak value 2.72.

## Contribution 4: damping

Inelastic loss with mean free path $\lambda$ gives $k$ the imaginary part $1/2\lambda$. All forward paths have the same length, so they lose the same factor, and the ratio to the bare emitter at that depth is nearly unchanged. For $\lambda=10$ Å the forward-only values shift by less than 0.02. Damping therefore does not cause the defocusing.

It does decide which emitters count. In a column with emitters at every depth, the one below $N$ atoms has weight $w_N=e^{-Nd/\lambda}=e^{-0.26N}$. Adding intensities for $N=0$ to 8, with $\sum w_N=3.95$, gives

$$\frac{\sum w_NI_N}{\sum w_N}=\frac{15.6}{3.95}=4.0\ \text{(single)},\qquad \frac{6.96}{3.95}=1.8\ \text{(full)} .$$

Single scattering thus overstates the depth-averaged peak by more than a factor of two, even though damping favours short rows. The sums are cut at $N=8$; carried to $N=40$, with forward-only values beyond $N=8$, they become 4.7 and 1.6. The value $\lambda=10$ Å is short for copper at this energy; with $\lambda=15.5$ Å the ratio is about 4.

## Where the intensity goes

The scatterers are elastic, so defocusing must redistribute electrons over angle. For $N=6$ the full intensity averaged over all directions is 1.0001, equal to the net flux leaving the emitter. At $0^\circ$, $6^\circ$, $9^\circ$ and $15^\circ$ it is 0.95, 0.17, 0.72 and 0.73: the single strong peak has given way to rings. The printed angles all lie below 1, but they are too sparse to follow the narrow fringes further out: the intensity first exceeds 1 near $23^\circ$ and reaches about 1.6 near $28.5^\circ$, more than on the axis. Summed over the cone within $30^\circ$ a deficit of about 0.007 in the average remains, and about 0.005 is still missing over the whole forward hemisphere, so most of it is made up in backward directions.

Single scattering gives 7.78 on the axis, yet its average is 1.013, only 0.014 above its own emitted flux. This excess comes from the overlap of waves from different atoms. The exaggerated peak is narrow, falling to 0.995 at $9^\circ$. That cone covers $(1-\cos9^\circ)/2=0.006$ of all directions, so even an excess of 6.78 throughout it would add only about 0.04 to the average. Total flux is therefore a poor warning of a wrong peak height.

## An independent check and the limits

For a local potential the Green function is symmetric in source and observation point. If the emitter itself does not scatter, $A(0)$ thus equals the value at the emitter of a unit plane wave sent down the row. Put $\psi=e^{-ikz}+\chi$ into $(\nabla^2+k^2-2V)\psi=0$. Since $(\nabla^2+k^2)e^{-ikz}=0$,

$$(\nabla^2+k^2-2V)\chi=2V e^{-ikz}.$$

Solved in radial modes, without partial waves about the atoms, this gives the intensities $|\psi|^2$ at the emitter as 2.32, 2.75, 2.52, 1.98, 1.39 and 0.93 for $N=1$ to 6. Multiple scattering with the same non-scattering emitter gives 2.35, 2.74, 2.47, 1.92, 1.37 and 0.96. The largest difference is 2 % of the peak.

The fall from $N=2$ to $N=8$ is a result for this energy, spacing and s-wave source. It does not exclude a revival in longer rows. Vibration or a bend would displace the atoms from the common axis and change the phases on which the cancellation rests. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
electron energy 1000 eV, row spacing 2.60 A
wave number 16.201 1/A, wavelength 0.388 A
sphere radius 1.30 A, core electrons inside 27.735
uniform conduction charge per sphere 1.265 electrons
forward amplitude |f(0)| 2.167 A, phase 40.0 deg
backward amplitude |f(180)| 0.209 A
forward intensity relative to bare emitter (no unit)
 N  plane-wave single  single  multiple  forward-only  damped
 1       2.97          2.346    2.321      2.346        2.354
 2       4.48          3.839    2.723      2.769        2.785
 3       5.68          5.071    2.459      2.510        2.527
 4       6.67          6.105    1.907      1.961        1.974
 5       7.54          6.996    1.361      1.402        1.409
 6       8.30          7.781    0.948      0.974        0.976
 7       8.98          8.484    0.697      0.709        0.708
 8       9.60          9.122    0.574      0.578        0.575
multiple-scattering maximum 2.723 at N = 2
mean free path in damped column 10 A
check with non-scattering emitter, N = 1 to 6 (no unit)
 wave equation in radial modes: 2.315 2.747 2.521 1.976 1.390 0.928
 multiple scattering:           2.346 2.744 2.468 1.922 1.368 0.955
scattering orders on the axis, N = 4 (no unit)
 order 0:   1.000  +0.000 i, size 1.000, |sum|^2 1.000
 order 1:   0.836  +1.654 i, size 1.853, |sum|^2 6.105
 order 2:  -1.695  +0.926 i, size 1.931, |sum|^2 6.675
 order 3:  -0.441  -1.139 i, size 1.221, |sum|^2 2.167
 order 4:   0.339  -0.041 i, size 0.341, |sum|^2 1.961
mean intensity over all directions (no unit)
 N = 1: single 0.9993, multiple 0.9992
 N = 2: single 1.0049, multiple 1.0005
 N = 4: single 1.0106, multiple 1.0000
 N = 6: single 1.0133, multiple 1.0001
net flux leaving emitter, multiple, N = 6: 1.0001
net flux leaving emitter, single, N = 6: 0.9995
flux error of single scattering, N = 6: +0.0138, from overlap of atoms +0.0138
angular profile: angle, multiple N=1, multiple N=6, single N=6
  0 deg    2.321    0.948    7.781
  3 deg    2.170    0.467    7.010
  6 deg    1.755    0.166    4.336
  9 deg    1.192    0.716    0.995
 12 deg    0.671    0.430    0.263
 15 deg    0.405    0.728    0.330
 20 deg    0.766    0.816    0.846
 30 deg    0.874    0.637    1.124
ray made parallel by atom 1: start angle 10.34 deg
its offset from the axis 0.466 A
its angle after atom 2: -10.34 deg
its distance from the centre of site 3: 0.0000 A
```
